# Failure of the mass-action law np = ni² in degenerate silicon

Let $n$ and $p$ be the densities of conduction electrons and valence holes in uniform silicon at thermal equilibrium, with one Fermi level $E_F$ and temperature $T$. The band edges are $E_c$ and $E_v$, the gap is $E_g=E_c-E_v$, and

$$\eta=\frac{E_F-E_c}{k_BT},\qquad \eta_v=\frac{E_v-E_F}{k_BT},\qquad \eta+\eta_v=-\frac{E_g}{k_BT}. \tag{1}$$

The intrinsic density $n_i$ is the common value of $n$ and $p$ in undoped material at the same temperature. At first the bands are taken as rigid and parabolic: doping moves $E_F$ but leaves the gap and the masses alone. The material is n-type; the p-type case follows by exchanging the bands.

## The belief and its appeal

The belief is that $np=n_i^2$ holds at equilibrium whatever the doping. It looks like pure thermodynamics. Creating an electron-hole pair costs no free energy at equilibrium, so the electron and hole levels are tied together by (1), in which the doping does not appear. If each density is proportional to the exponential of its own $\eta$, the product is $N_cN_v e^{-E_g/k_BT}$, with $N_c$ and $N_v$ fixed by the bands, and the doping drops out.

The law also survives conditions that might seem to threaten it. Take $10^{16}\ \mathrm{cm^{-3}}$ uncompensated donors, 45 meV deep, at 60 K, where $k_BT=5.17$ meV and $N_c=2.454\times10^{18}\ \mathrm{cm^{-3}}$. With twofold spin degeneracy of the occupied donor, and with its excited levels neglected, the ionized density is $N_D/(1+2e^{\eta+E_d/k_BT})$, and neutrality sets it equal to $n$. Since $n\ll N_c$, we may put $e^\eta= n/N_c$, so that

$$\frac{n^2}{N_D-n}=\frac{N_c}{2}e^{-E_d/k_BT}\approx 2.04\times10^{14}\ \mathrm{cm^{-3}}.$$

The positive root is $n=1.33\times10^{15}\ \mathrm{cm^{-3}}$: some 87 % of the donors are frozen out. Yet equation (6) below gives $np/n_i^2=0.9998$. Freeze-out changes where $E_F$ lies, not the relation between the two bands.

The weak point is the assumed proportionality between density and exponential. Thermodynamics fixes the sum $\eta+\eta_v$. It does not say that $n\propto e^\eta$.

## Counting the electrons

Silicon has six equivalent conduction valleys, each with one longitudinal mass $m_l$ and two transverse masses $m_t$. With two spins,

$$n=2\cdot6\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(E-E_F)/k_BT}},\qquad E-E_c=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).$$

Substitute $k_j=\sqrt{2m_jk_BT}\,s_j/\hbar$. The energy becomes $E-E_c=k_BT\,s^2$, and the volume element gains the factor $(2k_BT)^{3/2}\sqrt{m_lm_t^2}/\hbar^3$. With $x=s^2$, the spherical element is $4\pi s^2ds=2\pi\sqrt x\,dx$. Define $m_c^{3/2}=6\sqrt{m_lm_t^2}$. Then

$$n=\frac{(2m_ck_BT)^{3/2}}{2\pi^2\hbar^3}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}=N_cF(\eta),$$

$$N_c=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2},\qquad F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}. \tag{2}$$

The anisotropy enters through $m_c$ alone. A parabolic valence band of density-of-states mass $m_v$ gives $p=N_vF(\eta_v)$ in the same way.

Now separate the exponential from the rest by writing $F(\eta)=e^\eta g(\eta)$. Multiplying out the denominator gives

$$g(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{e^x+e^\eta}. \tag{3}$$

The integrand falls at every $x>0$ when $\eta$ rises, so $g$ is strictly decreasing. For $\eta\to-\infty$ it tends to $(2/\sqrt\pi)\,\Gamma(3/2)=1$; hence $g<1$ at any finite $\eta$. The distance from 1 is bounded:

$$1-g=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,e^{\eta-x}}{e^x+e^\eta}\,dx\le\frac{2e^\eta}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-2x}dx=\frac{e^\eta}{\sqrt8}. \tag{4}$$

By (1), the product is

$$np=N_cN_ve^{-E_g/k_BT}\,g(\eta)\,g(\eta_v). \tag{5}$$

The exponential part is constant, as the belief requires, but the factors $g$ are not. In degenerate n-type silicon $\eta_v$ is a large negative number, so $g(\eta_v)=1$ to very high accuracy. In undoped silicon both factors are close to 1. Dividing (5) by its undoped value therefore gives

$$\boxed{\frac{np}{n_i^2}=R=g(\eta)=\frac{n}{N_c}e^{-\eta}<1} \tag{6}$$

up to relative corrections of a few parts in $10^{10}$ for the 300 K parameters used below. (They grow with temperature, as $n_i/N_c$ does, but stay below one part in $10^7$ at 400 K.)

Those corrections matter for one detail. To leading order $\ln[g(\eta)g(\eta_v)]=-(e^\eta+e^{\eta_v})/\sqrt8$. The two exponentials have a fixed product, so their sum is smallest when they are equal, at midgap. Thus $np$ peaks at midgap, not at the intrinsic level, and slightly exceeds $n_i^2$ between that level and its mirror image about midgap. The largest excess in this model at 300 K is one part in $10^{13}$, which has no bearing on degenerate material.

## Why the holes are fewer

In a dilute electron gas, multiplying $n$ by a factor $r$ raises $E_F$ by $k_BT\ln r$. Once the low states are substantially filled, the Pauli principle sends added electrons to higher energies, and $E_F$ must climb further. The holes respond to that climb, since $p\propto e^{-\eta}$. Therefore $d\ln p=-d\eta$, while $d\ln n=(F'/F)\,d\eta$, and

$$\frac{d\ln p}{d\ln n}=-\frac{F}{F'}<-1. \tag{7}$$

The inequality holds because $g=Fe^{-\eta}$ decreases, which means $F'<F$. The belief would require the value $-1$.

For weak degeneracy put $z=e^\eta$ and $u=n/N_c$. Expanding (2) in powers of $z<1$ gives $u=z-z^2/2^{3/2}+z^3/3^{3/2}-\dots$. Insert $z=u+au^2+bu^3$ and match powers: $a=1/\sqrt8$ and $b=2a^2-3^{-3/2}=1/4-3^{-3/2}$. Since $R=u/z=1-au+(a^2-b)u^2+\dots$,

$$R=1-\frac{u}{\sqrt8}+\left(\frac{1}{3^{3/2}}-\frac18\right)u^2+\dots \tag{8}$$

The deficit starts linearly in $n/N_c$; there is no threshold.

For strong degeneracy, integrate (2) by parts:

$$\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}=\frac23\int_0^\infty x^{3/2}\left(-\frac{df}{dx}\right)dx,\qquad f=\frac{1}{1+e^{x-\eta}}.$$

The weight $-df/dx$ is a narrow peak at $x=\eta$, with unit area and variance $\pi^2/3$, apart from exponentially small terms. Expanding $x^{3/2}$ to second order about $\eta$ gives

$$u\simeq\frac{4\eta^{3/2}}{3\sqrt\pi}\left(1+\frac{\pi^2}{8\eta^2}\right),\qquad \eta\simeq\eta_0-\frac{\pi^2}{12\eta_0},\qquad \eta_0=\left(\frac{3\sqrt\pi\,u}{4}\right)^{2/3}.$$

Then $R\simeq u\,e^{-\eta_0+\pi^2/(12\eta_0)}$, which tends to zero as $u$ grows. Within rigid bands the product has no lower plateau.

## A heavily doped contact region

Consider phosphorus-doped silicon at 300 K with $n=10^{20}\ \mathrm{cm^{-3}}$. Rough typical parameters are $E_g=1.12$ eV, $m_l=0.92\,m_0$, $m_t=0.19\,m_0$ and $m_v=1.1\,m_0$, with $m_0$ the free-electron mass. They give $m_c=1.06\,m_0$, $N_c=2.744\times10^{19}\ \mathrm{cm^{-3}}$, $N_v=2.895\times10^{19}\ \mathrm{cm^{-3}}$ and $n_i^2=1.216\times10^{20}\ \mathrm{cm^{-6}}$.

The filling is $u=10^{20}/(2.744\times10^{19})=3.644$. Solving $F(\eta)=3.644$ by numerical integration and root finding gives $\eta=2.522$, so $E_F$ lies $2.522\times25.85=65.2$ meV above $E_c$. Hence

$$R=3.644\,e^{-2.522}=0.293,\qquad p=R\,\frac{n_i^2}{n}=0.293\times1.216=0.356\ \mathrm{cm^{-3}}.$$

The belief predicts $1.22\ \mathrm{cm^{-3}}$, too large by a factor of 3.4 relative to this model. (So small a density is a statistical average.) The slope (7) is $-2.18$ here: a 1 % rise in $n$ lowers $p$ by about 2.1 %.

The same calculation at other densities gives:

| $n$ (cm⁻³) | $E_F-E_c$ (meV) | $np/n_i^2$ |
|---|---:|---:|
| $10^{17}$ | −145.1 | 0.999 |
| $10^{18}$ | −85.3 | 0.987 |
| $10^{19}$ | −22.8 | 0.880 |
| $10^{20}$ | 65.2 | 0.293 |
| $3\times10^{20}$ | 150.2 | 0.033 |

The deficit reaches 1 % at $7.8\times10^{17}\ \mathrm{cm^{-3}}$, while $E_F$ is still well below the band edge. The last row shows the trend of the model rather than a value for silicon: with the band minimum 85 % of the way from the zone centre to X, a parabola with mass $m_l$ reaches X about 125 meV above $E_c$, where the two lowest conduction bands meet. Along the axis each parabola continues as the second band, which by itself leaves the count unchanged, but off the axis the two bands repel and add states at these energies. A two-band $k\cdot p$ model of this coupling gives roughly $R\approx0.06$ instead of 0.033 at $3\times10^{20}\ \mathrm{cm^{-3}}$, and $R\approx0.34$ instead of 0.293 at $10^{20}\ \mathrm{cm^{-3}}$.

## What real silicon does to the number

Heavy doping also narrows the gap. Let the gap shrink by $\Delta E$ at fixed $n$ and fixed masses. Equation (2) then fixes $\eta$ as before, measured from the actual band edge, but $\eta_v$ rises by $\Delta E/k_BT$. With $n_i$ still that of undoped silicon,

$$\frac{np}{n_i^2}=R\,e^{\Delta E/k_BT}. \tag{9}$$

The Pauli deficit is cancelled when $\Delta E=-k_BT\ln R=31.8$ meV. This is also the difference between the true 65.2 meV and the 33.4 meV that the Boltzmann formula $k_BT\ln u$ gives for $E_F-E_c$.

A rough size for $\Delta E$ follows from screening. Let $q$ be the elementary charge and $\varepsilon$ the permittivity, 11.7 times that of vacuum. In linear static screening a hole has the potential $q\,e^{-r/\lambda}/(4\pi\varepsilon r)$, with $\lambda^{-2}=(q^2/\varepsilon)\,\partial n/\partial E_F$, which gives $\lambda=0.60$ nm. Subtracting the bare potential and letting $r\to0$ leaves $-q/(4\pi\varepsilon\lambda)$ from the induced charge. The energy gain is half of $q$ times this, because the induced charge grows in proportion to the charge that induces it:

$$\Delta E\sim\frac{q^2}{8\pi\varepsilon\lambda}\approx0.10\ \mathrm{eV}.$$

Equation (9) then gives $np/n_i^2\approx15$, above 1 instead of below it. The figure is an order of magnitude at best: a sphere of radius $\lambda$ holds about 0.09 electron, so a smooth linear screening cloud is doubtful. Using one $\lambda$ at all wavelengths also overstates the electrons' response at short ones: with the wavevector-dependent (Lindhard) static response of the six valleys the same energy drops to about 54 meV, and (9) gives about 2.4 instead of 15. Exchange among the electrons, which adds to the narrowing, is left out. Either figure exceeds the 31.8 meV needed to cancel the deficit. In real n-type silicon with $n$ around $10^{20}\ \mathrm{cm^{-3}}$ the narrowing is indeed roughly 100 meV, and the minority density lies above $n_i^2/n$: there the narrowing outweighs the Pauli deficit. This need not hold at still higher densities. In the parabolic model the narrowing needed for cancellation, $-k_BT\ln R$, is already 88 meV at $3\times10^{20}\ \mathrm{cm^{-3}}$, and it keeps growing with $n$. Both effects can be absorbed by writing $np=n_{ie}^2$ with an effective intrinsic density $n_{ie}$. If $n_{ie}$ was obtained from the measured product, it already contains $R$, and multiplying by $R$ again would count degeneracy twice.

The other neglected effects are as follows.

- **Random donors.** Independent, randomly placed donors of density $N=n$, each with a screened potential energy of size $V(r)=q^2e^{-r/\lambda}/(4\pi\varepsilon r)$, give the variance $N\int4\pi r^2V^2dr=2\pi N\lambda\,(q^2/4\pi\varepsilon)^2$. Its root, about 76 meV, is the spread of the potential at a single point. An electron averages the potential over its wavelength and feels much less: averaged over a Gaussian density with a standard deviation of 2 nm along each axis, the spread is about 8 meV. That width is only illustrative; 1 nm gives 19 meV and 3 nm gives 5 meV. The disorder smears the band edge, but the point value overstates by how much.
- **Non-parabolicity.** Replacing $E$ by $E(1+\alpha E)$ in the dispersion, with $E$ measured from $E_c$ and $\alpha=0.5\ \mathrm{eV^{-1}}$, changes $R$ from 0.293 to 0.327 at the same $n$, with $n_i$ taken for the same band.
- **Temperature.** At 400 K and the same $n$, $R$ is 0.444, because $N_c\propto T^{3/2}$ makes the filling smaller.
- **Donor ionization.** The isolated-donor formula of the freeze-out example would give $n=1.3\times10^{19}\ \mathrm{cm^{-3}}$ for $10^{20}\ \mathrm{cm^{-3}}$ donors at 300 K, and $R=0.84$. It does not apply here. The donor radius $a=q^2/(8\pi\varepsilon E_d)=1.37$ nm and the rough Mott criterion $N^{1/3}a\approx0.26$ put the delocalization of the donor electrons near $7\times10^{18}\ \mathrm{cm^{-3}}$; the measured metal-insulator transition in phosphorus-doped silicon lies lower, near $3.7\times10^{18}\ \mathrm{cm^{-3}}$. Either value is far below $10^{20}\ \mathrm{cm^{-3}}$. This is why the example takes all the donors' electrons as free.
